# Particle-in-cell simulation of ion-beam neutralization with resolution checks

A ribbon beam of positive ions in an implanter drift region carries its own space charge. Without electrons, the centre of the beam considered here sits 173 V above the grounded walls, and the field pushes the ions apart. A flood of electrons removes most of this potential. With a limited supply of electrons, how much remains depends on which of them stay trapped while the potential that traps them is falling, so the motion has to be followed in time. The simulation can go wrong through its time step, its mesh, or a coarse description of the beam edge. This note gives a scheme for the problem and a way to measure each error separately.

## Model and units

The beam is long and wide. Only its thin direction $x$ is resolved, between grounded absorbing walls at $\pm L$. The ion density is held fixed:
$$n_i(x)=\frac{n_0}{2}\left[\tanh\frac{x+a}{\delta}-\tanh\frac{x-a}{\delta}\right],$$
with half-thickness $a$ and edge width $\delta$. Electrons are collisionless and unmagnetized, and magnetic forces from the beam current are neglected. They appear inside the beam in equal pulses, distributed in $x$ like the ions, with a Maxwellian velocity distribution of temperature $T$ (an energy). The total supply equals the ion charge. This volume source is an idealization that supplies electrons only. A flood plasma inside the beam would also bring slow positive ions; argon or xenon ions, for example, would not be expelled within the run considered below. Electrons emitted from a wall would pose a different problem again.

For singly charged ions of energy $E_b$, mass $m_i$ and current density $j$,
$$v_b=\sqrt{2E_b/m_i},\qquad n_0=\frac{j}{ev_b},$$
$$\omega_p^2=\frac{n_0e^2}{\varepsilon_0m_e},\qquad \lambda_D^2=\frac{\varepsilon_0T}{n_0e^2}.$$
Multiplying the last two gives $\lambda_D^2\omega_p^2=T/m_e$, the squared thermal speed.

Measure length in $\lambda_D$, time in $1/\omega_p$, potential in $T/e$, field in $T/(e\lambda_D)$ and density in $n_0$. Newton's law $m_e\ddot x=-eE$ acquires the factor $T/(m_e\lambda_D^2\omega_p^2)=1$. Gauss's law acquires $n_0e^2\lambda_D^2/(\varepsilon_0T)=1$. Hence
$$\dot x=v,\quad \dot v=-E,\quad \frac{dE}{dx}=n_i-n_e,\quad E=-\frac{d\phi}{dx},\quad \phi(\pm L)=0.$$
These scaled units hold below unless a unit is written.

**Centre potential.** A unit charge sheet at $x'$ produces a potential that is linear on each side of $x'$, vanishes at both walls, and has a slope that drops by 1 at $x'$. At $x=0$ its value is $(L-|x'|)/2$. For any net density $\rho=n_i-n_e$, therefore,
$$\phi(0)=\frac12\int_{-L}^{L}(L-|x|)\rho(x)\,dx. \tag{1}$$
For the bare beam the total ion charge is $Q=2a$, apart from exponentially small tails. The first moment of one half follows by parts:
$$\int_0^\infty x n_i\,dx=\int_0^\infty\frac{x^2}{2}\left(-\frac{dn_i}{dx}\right)dx=\frac{a^2}{2}+\frac{\pi^2\delta^2}{24}.$$
Here $-dn_i/dx$ is a normalized peak at $a$ with variance $\pi^2\delta^2/12$. Thus
$$\phi_{\rm bare}(0)=aL-\frac{a^2}{2}-\frac{\pi^2\delta^2}{24}. \tag{2}$$

## A reference without a mesh

In one dimension each simulation electron is a charged sheet of weight $w=Q/N$. Let $Q_i(x)$ be the ion charge between the left wall and $x$, and $N_<$ the number of electrons to the left of electron $i$. A sheet feels the mean of the fields on its two sides, so half of its own charge counts:
$$E(x_i)=E_w+Q_i(x_i)-w\left(N_<+\tfrac12\right). \tag{3}$$
The wall field $E_w$ follows from $\int_{-L}^{L}E\,dx=0$, since both walls are grounded. An electron at $x_i$ contributes $-w$ over the length $L-x_i$. The symmetric ion profile contributes $\int(L-x)n_i\,dx=LQ$. Therefore
$$2LE_w+LQ-w\sum_i(L-x_i)=0,$$
$$E_w=\frac{w}{2L}\sum_i(L-x_i)-\frac Q2. \tag{4}$$
Apart from rounding, the time step is the only approximation in the motion of these sheets. Given the same electrons, births and pulses, the mesh calculation can be compared with them without a difference in sampling. The number of electrons and of pulses must be checked separately, because both calculations share them.

As an electron reaches a grounded wall, its contribution to the field elsewhere tends to zero. At the right wall, for example, $L-x_i\to0$ in (4), and no interior point has the electron on its left. Absorption therefore causes no jump in the interior field.

## The mesh scheme

Take $J$ cells of width $\Delta x=2L/J$, with $J$ even so that the centre is a node. An electron at fraction $f$ of a cell gives $w(1-f)$ to the left node and $wf$ to the right one. The ions are shared in the same way, using many fixed markers. With $q_j$ the net charge at node $j$, Gauss's law gives the field at the cell midpoints:
$$E_{j+1/2}=C+\sum_{i=0}^{j}q_i,\qquad \sum_{j=0}^{J-1}E_{j+1/2}=0. \tag{5}$$
The second condition fixes $C$ by grounding both walls. The potential follows from $\phi_{j+1}=\phi_j-\Delta x\,E_{j+1/2}$.

The field at an interior node is the mean of its two neighbours. At the walls,
$$E_0=E_{1/2}-q_0,\qquad E_J=E_{J-1/2}+q_J,$$
because $q_0$ and $q_J$ represent the charge in the half-cells next to the walls. The field is then interpolated linearly to each electron with the weights $1-f$ and $f$.

For given particle positions the nodal potentials have no mesh error. The potential at a node due to a sheet is a piecewise linear function of the sheet's position, with a kink only at that node, and linear sharing reproduces such a function. The mesh error enters through the interpolated force, which moves the electrons to wrong places.

One step kicks, drifts and kicks again:
$$v'=v_n-\tfrac{\Delta t}{2}E_n,\quad x_{n+1}=x_n+\Delta t\,v',\quad v_{n+1}=v'-\tfrac{\Delta t}{2}E_{n+1}.$$
Positions and velocities are known at the same times, so newborn electrons need no special half-step.

```
share the fixed ion charge among the nodes
prepare N births (x from n_i, v from Maxwellian)
compute field
for each time step:
    record potential, energy, electron count
    if a pulse is due: add its electrons; compute field
    half kick; drift
    remove electrons beyond the walls; store their energy
    compute field; half kick
```

Births use the pairs $(\tfrac12+0.754878\,i)\bmod1$ and $(\tfrac12+0.569840\,i)\bmod1$ for electron number $i$. The first is mapped through the inverse cumulative ion charge, the second through the inverse normal distribution. This spreads each pulse more evenly than independent random numbers would.

A mesh step costs $O(N+J)$ operations. The sheet method needs a sort, $O(N\log N)$, but no mesh. In one dimension it is affordable as a reference; the ordering argument behind (3) does not carry over to two dimensions.

**Energy balance.** After the supply ends, the sum
$$W=\frac w2\sum_i v_i^2+\frac12\sum_jq_j\phi_j+W_{\rm absorbed}$$
should stay constant. In the continuous equations the kinetic energy changes at the rate $-w\sum v_iE(x_i)$. With fixed ions the field energy changes at the rate
$$\int\phi\,\partial_t\rho\,dx=\int\phi\,\partial_x(n_eu)\,dx=\int En_eu\,dx=w\sum_i v_iE(x_i),$$
where $u$ is the mean electron velocity. The first equality uses electron continuity, the second integrates by parts with $\phi=0$ at the walls. The two rates cancel. The discrete scheme does not guarantee this, so the drift of $W$ is a diagnostic. A small drift does not by itself guarantee an accurate centre potential.

## What the time step must resolve

Stretch cold electrons in a uniform ion slab from $x_0$ to $x=x_0(1+s)$. As long as no electrons cross, the electron charge between the centre and an electron stays $x_0$, while the ion charge there is $x$. Hence $E=x-x_0=sx_0$, and $\dot v=-E$ gives $\ddot s=-s$: oscillation at $\omega_p$.

Eliminating the velocity from two successive steps gives
$$s_{n+1}-2s_n+s_{n-1}=-\Delta t^2s_n.$$
Inserting $s_n\propto e^{-i\omega n\Delta t}$ turns the left side into $(2\cos\omega\Delta t-2)s_n=-4\sin^2(\omega\Delta t/2)\,s_n$, so
$$\sin\frac{\omega\Delta t}{2}=\frac{\Delta t}{2},\qquad \omega\approx1+\frac{\Delta t^2}{24}. \tag{6}$$
The expansion holds for $\Delta t\ll1$. A real frequency requires $\Delta t\le2$, that is, $\omega_p\Delta t\le2$.

The mesh code was tested on this motion. At $\Delta t=1$ its frequency was 1.0472, as (6) predicts, which is 4.7% too high. At $\Delta t=0.25$ both values were 1.0026. Beyond the limit, a start from rest gives $s_n=s_0(-1)^n\cosh n\mu$ with $\cosh\mu=\Delta t^2/2-1$. For $\Delta t=2.1$, $\cosh\mu=1.205$ and $\mu=0.630$, so five steps should amplify the strain by $\cosh3.15\approx11.7$. The code gave 11.7. At $\Delta t=1.9$ the strain did not exceed its initial size in five steps.

Stability is a weak requirement. An electron may also cross a sharp change of field within one step, an error that (6) does not describe.

## What the mesh must resolve

Consider a charge wave of wavenumber $k$, and write $\operatorname{sinc}z=\sin z/z$. Four operations change the field that electrons feel:

1. Linear sharing multiplies the charge by $S=\operatorname{sinc}^2(k\Delta x/2)$.
2. The discrete Gauss law replaces $k^2$ by $K^2=k^2\operatorname{sinc}^2(k\Delta x/2)$, from the second difference of a wave.
3. Averaging the midpoint fields gives a centred difference of the potential, so $k$ becomes $\kappa=k\operatorname{sinc}(k\Delta x)$.
4. Linear interpolation to the particles gives another factor $S$.

The true field is proportional to $k/k^2$ and the felt field to $S^2\kappa/K^2$. Their ratio is
$$G=\frac{S^2\kappa k}{K^2}=\operatorname{sinc}^2\!\left(\frac{k\Delta x}{2}\right)\operatorname{sinc}(k\Delta x)\approx1-\frac{(k\Delta x)^2}{4}. \tag{7}$$
The expansion adds $(k\Delta x)^2/12$ from the squared factor and $(k\Delta x)^2/6$ from the other. A test with a 1% density wave at $k\Delta x=0.982$ gave $G=0.782$, against 0.781 from (7).

The Debye length enters through screening. For a weak static ion perturbation $\delta n_i$ and Maxwellian electrons of temperature $T$, the linear response is $\delta n_e=G\phi$, where $\phi=(\delta n_i-\delta n_e)/k^2$. Solving,
$$\frac{\delta n_e}{\delta n_i}=\frac{G}{G+k^2}. \tag{8}$$
At $k=1$, one inverse Debye length, the continuous answer is $1/2$. With $\Delta x=1$, $G=0.774$ and the response falls to 0.436, which is 13% too low. The beam edge contains wavenumbers near $1/\delta$, so an accurate edge field also calls for $\Delta x$ small against $\delta$.

Equation (7) covers the response at the same wavenumber. A mesh also mixes $k$ with $k+2\pi m/\Delta x$ for integer $m$, which (7) leaves out; the energy balance and the comparison with sheets include its effect.

## Worked example

The inputs are 20 keV, 30 u, $j=0.50$ mA/cm², $T=2$ eV, $a=10$ mm, $\delta=1$ mm and $L=16$ mm. The beam speed is 359 km/s, and
$$n_0=\frac{5.0\ {\rm A/m^2}}{(1.602\times10^{-19}\ {\rm C})(3.587\times10^5\ {\rm m/s})}=8.70\times10^{13}\ {\rm m^{-3}}.$$
This gives $\omega_p=5.26\times10^8$ rad/s, $1/\omega_p=1.90$ ns and $\lambda_D=1.13$ mm. In SI units (2) is multiplied by $n_0e/\varepsilon_0=1.574$ V/mm²:
$$\phi_{\rm bare}(0)=1.574\,(160-50-0.41)\ {\rm V}=172.5\ {\rm V}.$$

The supply consists of 60 pulses over 114 ns, and the run lasts 190 ns. There are 6000 simulation electrons. The fine mesh run uses $\Delta t=1/16$ and 128 cells, so $\Delta x=0.222$. The sheet reference uses $\Delta t=1/32$.

The error below is the root-mean-square difference between the centre potentials of a run and of the reference, sampled at each unit of time from $t=60$ to $t=100$, divided by the reference mean over that interval. One quantity is coarsened at a time, the others staying at their fine values.

| Coarsened quantity | Values | Errors (%) |
|---|---|---|
| $\omega_p\Delta t$ | 1, 0.5, 0.25 | 6.8, 2.4, 0.8 |
| $\Delta x/\lambda_D$ | 7.10, 1.77, 0.44 | 13.1, 2.1, 0.7 |
| Ion table pitch (mm) | 8, 4, 1 | 45.5, 4.1, 1.1 |

The fine run has an error of 0.33%. Doubling the time step of the sheet reference also changes its potential by 0.33%. Halving it to $1/64$ changes the potential by about 0.15%. A step of $1/16$ thus gives about 0.3% even without a mesh, so this comparison does not separate the fine run's mesh error from the time-step error. The errors decrease along each row, but not by the factor 4 per halving that a clean second-order law would give. For one fixed set of electrons, these data support convergence to a few tenths of a percent, not a measured order.

Apart from the stability limit on the time step, the first two rows show no sharp threshold. The error in the third can change abruptly, because it also depends on where the table points fall relative to the beam edge. A mesh of $1.77\lambda_D$ still gives 2% here, which need not hold in longer runs or other beams. The electrons end up hotter than their source: their root-mean-square speed corresponds to a Debye length of 1.56 mm at density $n_0$. Whether this accounts for the small error was not tested. The mesh row also tests the Debye length and the edge force together, since one mesh serves both.

The third row isolates how the ion profile is sampled. The profile is tabulated from the centre outwards and joined by straight lines, while the electron supply keeps its true value. At 8 mm pitch, half the tabulated ion charge is proportional to
$$8\left[\tfrac12+n_i(8\ {\rm mm})\right]{\rm mm}=8\,(0.5+0.982)\ {\rm mm}=11.9\ {\rm mm}$$
instead of 10 mm. This 19% excess of ions has no electrons to match it. At 4 mm pitch the sum is $4(0.5+1.000+0.982+0.018)=10.0$ mm. The total is right because the table points lie symmetrically about the edge, at 8 and 12 mm; the points of the 8 mm table do not. Normalizing a measured profile to the measured beam current removes such an excess, but it does not restore the shape of the edge, which still has to be sampled. The 8 mm table scaled to the right total still has an error of about 43%, now with too low a potential (7.4 V).

Two controls lie outside the three resolution conditions. Twice as many electrons change the late mean potential by 0.09%, and twice as many pulses by $-0.44$%. Both changes lie within the sampling scatter: three other starting offsets of the birth sequence shift the late mean by $-0.4$% to $+0.2$% and differ from the original history by 1.5 to 2.3% in the root-mean-square sense. The late mean is therefore uncertain by several hundredths of a volt, and table entries below about 2% have meaning only because both runs use the same electrons. In the fine run $W$ drifts by at most 0.007% of its value at the end of the supply.

## Reading the result

The centre potential falls from 172.5 V to 77.4 V halfway through the supply and to 11.8 V at its end. Its mean afterwards is 12.9 V, in both the mesh and the sheet calculation. At the end of the run the electrons hold 92.5% of the ion charge, although 100% was supplied; the rest reached the walls. The potential is about 1 V higher at the end of the run than when the supply stopped. The potential fluctuates after the supply ends, so these two instants do not establish a steady rise.

The missing 7.5% of charge and the remaining 7.5% of potential look like a simple proportionality, but the match holds only near the end of the run: when the supply stops, less than 5% of the charge is missing while the potential is 6.8% of its bare value. By (1), they agree if the net charge has the same mean $|x|$ as the ions. This does not mean that it is distributed like the ions: electrons beyond the beam edge count negatively and can produce the same mean.

The mean transverse kinetic energy rises from 1.0 eV at birth to 1.9 eV. Birth off centre supplies energy. If a uniform beam is neutralized to a fraction $f$, an electron born at $x$ has potential energy $(1-f)x^2/2$ relative to the centre. At the edge of the bare beam this is $1.574\times100/2\approx79$ eV. Much of it is lost again as the well becomes shallower. For slow changes in a harmonic well, the energy divided by the frequency $\sqrt{1-f}$ is conserved, so the energy falls with the frequency. This gives the trend only. The late well is not harmonic: the potential drops by about 0.1 V between the centre and $x=a/2$, against 1.4 V for a uniform deficit, and part of the energy leaves with the electrons that escape. The source temperature alone therefore does not fix the residual potential; where the electrons are born matters too. With all birth positions moved to half their distance from the centre, the late potential is about 3 V instead of 12.9 V.

Two limits help to check an implementation. Without electrons, (2) must hold at $t=0$. With a uniform deficit $1-f$ and electrons distributed like the ions, (1) gives $\phi(0)=(1-f)\phi_{\rm bare}(0)$, so each 1% of missing electrons costs 1.7 V here.

## Validity and failure modes

**Magnetic field.** A stray field of 50 µT, roughly that of the Earth, would turn the velocity of a free electron through 1.67 rad during the run if it is perpendicular to the motion. For a trapped electron the rotation does not simply accumulate, because the electron bounces across the beam. If the field is perpendicular to $x$, the velocity component perpendicular to both changes only by $eB/m_e$ times the displacement in $x$. The effect on the residual potential was not computed, so the result is claimed only for a shielded beam or a field along $x$.

**Motion along the beam.** An electron at the source thermal speed travels 113 mm during the run. The flooded length must be much greater, or losses at the ends must be added.

**Ion motion.** Taking the edge field as the bare field times the missing electron fraction, the ion edge moves by roughly 0.45 mm. The estimate is rough because it counts all the charge as lying inside the edge. The shift is small against $a$ but nearly half of $\delta$. Mesh convergence to a fraction of a percent is therefore not physical accuracy to that level. Longer runs need moving ions.

**Collisions.** At $10^{-5}$ Torr and 300 K, with a rough cross-section of $10^{-15}$ cm², an electron makes about 0.005 gas collisions in the run if only its speed along $x$ is counted, or about 0.007 with all three velocity components. A beam ion produces 0.002 ionizations. A rough estimate gives no more than about 0.001 Coulomb collisions per electron. All are small over 190 ns. In a beam held for much longer, gas ionization can become a significant electron source.

**Real implanters.** The inputs are round illustrative values, not those of a particular machine. Over a ribbon 300 mm wide and 20 mm thick, the current density amounts to 30 mA. Real flood sources are localized, which breaks the assumption of a supply distributed like the ions. The model does not determine the resulting shift. The wall distance matters too: at $L=30$ mm, (2) gives a bare potential of 393 V. The residual 12.9 V also belongs to a supply that stops once it equals the ion charge. A real flood normally runs continuously and can replace the electrons that escape, so the potential can fall well below this value. Finally, the calculated potential is that of the beam centre in the drift region, not the voltage on a wafer surface, which depends on the currents reaching that surface.

The numerical output below lists the values used here.

## Computed results

```
Beam: 20 keV, 30 u, 0.50 mA/cm2
Half-thickness, edge, wall: 10.0, 1.0, 16.0 mm
Source electron temperature: 2.0 eV
Beam speed: 358.7 km/s
Ion density: 8.701e+07 cm^-3
Plasma frequency: 5.262e+08 rad/s
Inverse plasma frequency: 1.900 ns
Source Debye length: 1.127 mm
Supply and run times: 114.0, 190.0 ns
Electrons: 6000; supply pulses: 60
Step 1.00/wp: frequency PIC 1.04720, formula 1.04720 wp
Step 0.25/wp: frequency PIC 1.00262, formula 1.00262 wp
Strain growth in 5 steps, wp dt=1.9: 1.00 times
Strain growth in 5 steps, wp dt=2.1: 11.68 times
Mesh response at k dx=0.982: PIC 0.7822, formula 0.7811
Mesh response at k dx=1: 0.7736
Fine PIC: dt=0.0625/wp, dx=0.222 Debye lengths
Fine PIC error: 0.333 %
Sheet error on doubling dt: 0.333 %
Fine PIC energy drift: 0.0069 %
Time step 1.00/wp: error 6.81 %
Time step 0.50/wp: error 2.38 %
Time step 0.25/wp: error 0.82 %
Mesh 7.098 Debye lengths: error 13.09 %
Mesh 1.774 Debye lengths: error 2.07 %
Mesh 0.444 Debye lengths: error 0.69 %
Ion table pitch 8.0 mm: error 45.48 %
Ion table pitch 4.0 mm: error 4.14 %
Ion table pitch 1.0 mm: error 1.12 %
Mean potential change, twice the electrons: 0.09 %
Mean potential change, twice the pulses: -0.44 %
t=0/wp: centre PIC 172.54, sheet 172.54 V
t=30/wp: centre PIC 77.41, sheet 77.41 V
t=60/wp: centre PIC 11.76, sheet 11.77 V
t=100/wp: centre PIC 12.93, sheet 13.00 V
Late mean potential: PIC 12.944, sheet 12.948 V
Final electron/ion charge: PIC 0.9255, sheet 0.9248
Mean transverse energy: source 1.00, final 1.91 eV
Final effective Debye length: 1.56 mm
Neglected ion edge shift: 0.451 mm
Gas: 1e-05 Torr, 300 K, cross-section 1e-15 cm2
Gas ionizations per beam ion in run: 2.19e-03
Gas collisions per electron in run: 5.01e-03
Coulomb collisions per electron in run: 9.11e-04
Rotation in 50 uT stray field: 1.67 rad
Thermal flight along beam: 112.7 mm
```
